# Does a T-odd triple product signal time-reversal violation?: a program that tests the result

```python
"""
A T-odd triple product produced by T-invariant QED.

A virtual photon at rest, linearly polarized along eps, becomes mu-(p) mu+(-p).
Result under test, for the mu- polarization vector zeta to first order in alpha:
  zeta = alpha*beta*gamma*cos(theta) * (eps x phat)
         / (2*(gamma^2 sin(theta)^2 + cos(theta)^2)),
  largest magnitude alpha*beta/4, reached at tan(theta) = 1/gamma.
Symbols: theta = angle between eps and p; beta = muon speed / c;
gamma = total energy / (2 m); alpha = fine-structure constant.
Internal units: hbar = c = muon mass = 1. A small photon mass regulates the
forward peak: delta = (photon mass)^2 / (2 p^2).
The formula is compared with a numerical unitarity cut using Dirac matrices.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

alpha = constants.fine_structure
muon_mass = constants.value("muon mass energy equivalent in MeV")

# Dirac matrices in the standard representation
I2 = np.eye(2, dtype=complex)
Z2 = np.zeros((2, 2), dtype=complex)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
dirac = [np.block([[I2, Z2], [Z2, -I2]])]
dirac += [np.block([[Z2, s], [-s, Z2]]) for s in pauli]
dirac = np.array(dirac)
metric = np.array([1.0, -1.0, -1.0, -1.0])
one4 = np.eye(4)
eps_z = np.array([0.0, 0.0, 1.0])


def slash(four_vector):
    return np.einsum("...m,m,mab->...ab", four_vector, metric, dirac)


def pair_spinors(p):
    """Columns: mu- spinors of momentum p, mu+ spinors of momentum -p."""
    energy = np.sqrt(1 + p @ p)
    norm = np.sqrt(energy + 1)
    sp = np.einsum("i,iab->ab", p, pauli)
    u = np.vstack([norm * I2, sp / norm])
    v = np.vstack([-sp / norm, norm * I2])
    return u.conj().T @ dirac[0], v


def directions(theta):
    phat = np.array([np.sin(theta), 0.0, np.cos(theta)])
    e1 = np.array([np.cos(theta), 0.0, -np.sin(theta)])
    return phat, e1


def tree_amplitude(beta, theta, eps):
    gamma = 1 / np.sqrt(1 - beta**2)
    phat, _ = directions(theta)
    ubar, v = pair_spinors(beta * gamma * phat)
    return ubar @ slash(np.concatenate([[0], eps])) @ v


nodes, node_weights = np.polynomial.legendre.leggauss(80)
azimuth = 2 * np.pi * np.arange(8) / 8


def cut_amplitude(beta, theta, delta=1e-8):
    """Absorptive part A of M = M_tree + i A, and the annihilation current."""
    gamma = 1 / np.sqrt(1 - beta**2)
    p = beta * gamma
    phat, e1 = directions(theta)
    e2 = np.array([0.0, 1.0, 0.0])
    # logarithmic variable y = ln(1 - x + delta), x = cosine of rescattering
    low, high = np.log(delta), np.log(2 + delta)
    y = 0.5 * (high - low) * nodes + 0.5 * (high + low)
    wy = 0.5 * (high - low) * node_weights
    one_minus_x = np.exp(y) - delta
    sine = np.sqrt(np.maximum(one_minus_x * (2 - one_minus_x), 0))
    khat = ((1 - one_minus_x)[:, None, None] * phat
            + sine[:, None, None] * (np.cos(azimuth)[None, :, None] * e1
                                     + np.sin(azimuth)[None, :, None] * e2))
    k = p * khat.reshape(-1, 3)
    energy = np.full((len(k), 1), gamma)
    k1 = slash(np.hstack([energy, k]))
    k2 = slash(np.hstack([energy, -k]))
    middle = (k1 + one4) @ slash(np.array([0, 0, 0, 1.0])) @ (one4 - k2)
    # average over the sphere: (1/2) integral dx, mean over azimuth
    solid = np.repeat(0.5 * wy * (one_minus_x + delta), 8) / 8
    propagator = -1 / (2 * p**2 * np.repeat(one_minus_x + delta, 8))
    summed = np.einsum("n,nab->ab", solid * propagator, middle)
    vertex = sum(metric[m] * dirac[m] @ summed @ dirac[m] for m in range(4))
    phase_space = beta / (8 * np.pi)
    ubar, v = pair_spinors(p * phat)
    absorptive = 0.5 * 4 * np.pi * alpha * phase_space * (ubar @ vertex @ v)
    uniform = np.einsum("n,nab->ab", solid, middle)
    annihilation = np.array([np.trace(g @ uniform) for g in dirac])
    return absorptive, annihilation


def spin_vector(matrix):
    return np.array([np.trace(s @ matrix) for s in pauli])


def polarizations(beta, theta):
    """First-order polarization vectors of mu- and mu+."""
    m0 = tree_amplitude(beta, theta, eps_z)
    m1 = 1j * cut_amplitude(beta, theta)[0]
    norm = np.trace(m0 @ m0.conj().T).real
    minus = m1 @ m0.conj().T + m0 @ m1.conj().T
    plus = m1.conj().T @ m0 + m0.conj().T @ m1
    # a mu+ spin is opposite to the spin of its two-component spinor
    return spin_vector(minus).real / norm, -spin_vector(plus).real / norm


def rescattering_phases(beta, theta, delta=1e-8):
    phat, e1 = directions(theta)
    a0 = spin_vector(tree_amplitude(beta, theta, eps_z))
    a1 = spin_vector(cut_amplitude(beta, theta, delta)[0])
    ratios = np.array([(a1 @ e1) / (a0 @ e1), (a1 @ phat) / (a0 @ phat)])
    assert np.max(abs(ratios.imag)) < 1e-10
    return ratios.real


def formula(beta, theta):
    gamma = 1 / np.sqrt(1 - beta**2)
    s, c = np.sin(theta), np.cos(theta)
    return alpha * beta * gamma * s * c / (2 * (gamma**2 * s**2 + c**2))


# General theorem on random unitary models; reversal = swap of state pairs
rng = np.random.default_rng(7)
raw = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
h_general = (raw + raw.conj().T) / 2
swap = np.kron(np.eye(3), np.array([[0, 1], [1, 0]]))
h_invariant = (h_general + swap @ h_general.conj() @ swap) / 2


def reversal_difference(h, coupling):
    s_matrix = expm(-1j * coupling * h)
    t = -1j * (s_matrix - np.eye(6))
    reversed_t = swap @ t @ swap
    return t, reversed_t, abs(t)**2 - abs(reversed_t)**2


t, reversed_t, difference = reversal_difference(h_invariant, 0.2)
absorb = t.conj().T @ t
assert np.allclose(reversed_t, t.T, atol=1e-12)
assert np.allclose(t - t.conj().T, 1j * absorb, atol=1e-12)
identity = -2 * np.imag(t.conj() * absorb) - abs(absorb)**2
assert np.allclose(difference, identity, atol=1e-12)
assert np.max(abs(difference)) > 1e-4
powers = []
for h in (h_invariant, h_general):
    big = np.linalg.norm(reversal_difference(h, 2e-3)[2])
    small = np.linalg.norm(reversal_difference(h, 1e-3)[2])
    powers.append(np.log2(big / small))
assert abs(powers[0] - 3) < 0.05 and abs(powers[1] - 2) < 0.05

# Worked example
total_energy = 300.0
gamma = total_energy / (2 * muon_mass)
beta = np.sqrt(1 - 1 / gamma**2)
theta45 = np.pi / 4

# Tree level: two-component reduction, and no polarization for real eps
m0 = tree_amplitude(beta, theta45, eps_z)
phat, e1 = directions(theta45)
c45 = np.cos(theta45)
a_expected = 2 * gamma * (eps_z - c45 * phat) + 2 * c45 * phat
assert np.allclose(spin_vector(m0) / 2, -a_expected, atol=1e-12)
rho0 = m0 @ m0.conj().T
tree_pol = np.linalg.norm(spin_vector(rho0)) / np.trace(rho0).real
assert tree_pol < 1e-13
# control: circular polarization does polarize the muon at tree level
mc = tree_amplitude(beta, theta45, np.array([1, 1j, 0]) / np.sqrt(2))
rhoc = mc @ mc.conj().T
circular_pol = np.linalg.norm(spin_vector(rhoc)) / np.trace(rhoc).real
assert circular_pol > 0.1

# Phases: common part depends on the photon mass, difference does not
deltas = (1e-6, 1e-8)
phases = [rescattering_phases(beta, theta45, d) for d in deltas]
lead = [ph[1] - ph[0] for ph in phases]
assert abs(lead[0] / (alpha * beta / 4) - 1) < 1e-4
assert abs(lead[1] / (alpha * beta / 4) - 1) < 1e-5
growth = phases[1][0] - phases[0][0]
log_law = alpha * (1 + beta**2) / (4 * beta) * np.log(deltas[0] / deltas[1])
assert abs(growth / log_law - 1) < 1e-4

# Annihilation rescattering reproduces the direction of eps only
current = cut_amplitude(beta, theta45)[1]
assert abs(current[3]) > 0.1
assert np.max(abs(current[:3])) < 1e-8 * abs(current[3])

# Polarization: cut against formula, several speeds and angles; CP equality
for b in (0.3, beta, 0.95):
    for th in (0.3, 1.1, 2.2):
        minus, plus = polarizations(b, th)
        assert abs(minus[1] / formula(b, th) - 1) < 1e-5
        assert max(abs(minus[0]), abs(minus[2])) < 1e-11
        assert np.allclose(minus, plus, atol=1e-11)

# Maximum over angle, found from the numerical cut
best = minimize_scalar(lambda th: -polarizations(beta, th)[0][1],
                       bounds=(0.05, 1.5), method="bounded",
                       options={"xatol": 1e-6})
assert abs(best.x - np.arctan(1 / gamma)) < 1e-3
assert abs(-best.fun / (alpha * beta / 4) - 1) < 1e-5

# Dispersion integral of the numerical Im F2 gives the anomalous moment
xb, wb = np.polynomial.legendre.leggauss(8)
moment = 0.0
for b, w in zip((xb + 1) / 2, wb / 2):
    ph = rescattering_phases(b, theta45)
    im_f2 = (ph[1] - ph[0]) * (1 - b**2) / b**2
    moment += w * im_f2 * 2 * b / (1 - b**2) / np.pi
assert abs(moment / (alpha / (2 * np.pi)) - 1) < 1e-5
im_f2_here = lead[1] * (1 - beta**2) / beta**2
assert abs(im_f2_here / (alpha / (4 * gamma**2 * beta)) - 1) < 1e-5

print("RANDOM UNITARY MODELS")
print(f"power of coupling, T-invariant model: {powers[0]:.3f}")
print(f"power of coupling, T-violating model: {powers[1]:.3f}")
print("MUON PAIR, INPUTS")
print(f"total energy: {total_energy:.1f} MeV")
print(f"muon mass: {muon_mass:.4f} MeV")
print(f"fine-structure constant: {alpha:.8f}")
print(f"gamma: {gamma:.5f}")
print(f"beta: {beta:.5f}")
print(f"pi*alpha/beta: {np.pi * alpha / beta:.5f}")
print("TREE LEVEL, theta = 45 degrees")
print(f"polarization below 1e-13, linear source: {tree_pol < 1e-13}")
print(f"polarization, circular source (control): {circular_pol:.4f}")
print("RESCATTERING PHASES, theta = 45 degrees")
for d, ph, dif in zip(deltas, phases, lead):
    mass = np.sqrt(2 * d) * beta * gamma * muon_mass
    print(f"photon mass: {mass:.5f} MeV")
    print(f"  transverse phase: {ph[0]:.7f} rad")
    print(f"  longitudinal phase: {ph[1]:.7f} rad")
    print(f"  difference: {dif:.7f} rad")
print(f"alpha*beta/4: {alpha * beta / 4:.7f} rad")
print(f"Im F2 from the cut: {im_f2_here:.7f}")
print("POLARIZATION ALONG (eps x p)/|eps x p|")
print("angle (deg)   numerical cut    formula")
for degrees in (20, 45, 70, 90, 135):
    th = np.radians(degrees)
    value = polarizations(beta, th)[0][1]
    closed = formula(beta, th)
    assert abs(value - closed) < 1e-7
    # adding zero after rounding removes a meaningless minus sign
    print(f"{degrees:6d}      {round(value, 7) + 0.0:12.7f}"
          f"  {round(closed, 7) + 0.0:12.7f}")
minus, plus = polarizations(beta, theta45)
print(f"mu- normal polarization at 45 deg: {minus[1]:.7f}")
print(f"mu+ along the same normal: {plus[1]:.7f}")
print(f"angle of the maximum: {np.degrees(best.x):.2f} deg")
print(f"maximum polarization: {-best.fun:.7f}")
print(f"maximum polarization: {-100 * best.fun:.4f} percent")
print("ANOMALOUS MOMENT")
print(f"dispersion integral of the cut: {moment:.8f}")
print(f"alpha/(2 pi): {alpha / (2 * np.pi):.8f}")
print("finished without a failed check")
```

Printed output:

```
RANDOM UNITARY MODELS
power of coupling, T-invariant model: 3.000
power of coupling, T-violating model: 2.000
MUON PAIR, INPUTS
total energy: 300.0 MeV
muon mass: 105.6584 MeV
fine-structure constant: 0.00729735
gamma: 1.41967
beta: 0.70981
pi*alpha/beta: 0.03230
TREE LEVEL, theta = 45 degrees
polarization below 1e-13, linear source: True
polarization, circular source (control): 0.9896
RESCATTERING PHASES, theta = 45 degrees
photon mass: 0.15057 MeV
  transverse phase: 0.0521927 rad
  longitudinal phase: 0.0534876 rad
  difference: 0.0012949 rad
photon mass: 0.01506 MeV
  transverse phase: 0.0699921 rad
  longitudinal phase: 0.0712871 rad
  difference: 0.0012949 rad
alpha*beta/4: 0.0012949 rad
Im F2 from the cut: 0.0012752
POLARIZATION ALONG (eps x p)/|eps x p|
angle (deg)   numerical cut    formula
    20         0.0010562     0.0010562
    45         0.0012193     0.0012193
    70         0.0006230     0.0006230
    90         0.0000000     0.0000000
   135        -0.0012193    -0.0012193
mu- normal polarization at 45 deg: 0.0012193
mu+ along the same normal: 0.0012193
angle of the maximum: 35.16 deg
maximum polarization: 0.0012949
maximum polarization: 0.1295 percent
ANOMALOUS MOMENT
dispersion integral of the cut: 0.00116141
alpha/(2 pi): 0.00116141
finished without a failed check
```
